# Fermi-Dirac statistics in planar thermionic emission over a contact barrier, part 2

How much does Fermi statistics change the one-way current that electrons carry from an emitter over a contact barrier, compared with a Boltzmann count at the same barrier and temperature? In atomic units ($\hbar$, electron mass and elementary charge are one), $T$ is the thermal energy, $\Phi$ the height of the band-edge top above the emitter's Fermi level, and $z=e^{-\Phi/T}$. The emitter is assumed to be in equilibrium right up to the top. Every electron that reaches the top with forward velocity crosses, and none crosses below it.

For each valley, $m_1$ is the mass along the normal and $m_2,m_3$ are the in-plane masses. With $w$ the normal kinetic energy at the top and $s=w/T$, the Fermi current is

$$J=\frac{M T^2}{2\pi^2}\,G(z),\qquad G(z)=\int_0^\infty\ln\!\left(1+z e^{-s}\right)ds,\qquad M=\sum_{\text{valleys}}\sqrt{m_2m_3}.$$

The integral is a dilogarithm, and $J_B$ is the Boltzmann current:

$$J=\frac{MT^2}{2\pi^2}\left[-\mathrm{Li}_2(-z)\right],\qquad J_B=\frac{MT^2}{2\pi^2}z,\qquad \frac{J}{J_B}=1-\frac z4+\cdots$$

The emission velocity, the one-way flux per electron in the Boltzmann limit, is $v_R=MT^2/(2\pi^2N_c)$, where $N_c$ is the effective density of states.

The example is a silicide contact on (001) n-type silicon: $\Phi=0.30$ eV, 300 K, $10^{16}$ donors per cm³, and a uniform, sharp interface. Here $T=0.025852$ eV, $z=9.125\times10^{-6}$ and $J_B\approx208$ A/cm². The longitudinal mass is 0.98 and the transverse mass 0.19. Two valleys have their long axis along the normal and four have it in the plane, so $M=2.106$. Lowering $\Phi$ by 1 meV raises $J_B$ by 3.94 per cent.

With temperature and masses fixed, lower barriers give this table, where the correction is relative to $J_B$ and reaches one per cent at 0.0828 eV:

| $\Phi$ (eV) | $J$ (A/cm²) | correction | $-z/4$ |
|---|---|---|---|
| 0.30 | $2.08\times10^2$ | $-2.28\times10^{-6}$ | $-2.28\times10^{-6}$ |
| 0.20 | $9.95\times10^3$ | $-1.09\times10^{-4}$ | $-1.09\times10^{-4}$ |
| 0.10 | $4.74\times10^5$ | $-0.0052$ | $-0.0052$ |
| 0.05 | $3.18\times10^6$ | $-0.034$ | $-0.036$ |
| 0.00 | $1.87\times10^7$ | $-0.178$ | $-0.250$ |

**Q.** Can your contact really have those lower barriers? You fixed the donor density.

**A.** Not all of them. The model needs the top of the band edge to lie at the interface, so the bulk band edge must be lower than $\Phi$. I need the density of states to find where it lies. Each Gaussian integral is $\int dk\,e^{-k^2/2mT}=\sqrt{2\pi mT}$. Six valleys, two spins and the factor $1/(2\pi)^3$ give

$$N_c=12\sqrt{m_lm_t^2}\left(\frac{T}{2\pi}\right)^{3/2},$$

where $m_l$ and $m_t$ are the longitudinal and transverse masses. At 300 K this is $2.83\times10^{19}$ cm⁻³. For a donor density $N$ well below $N_c$, with all donors ionized, the bulk edge lies above the Fermi level by

$$\zeta=T\ln\frac{N_c}{N}=0.025852\times\ln2832=0.2055\ \text{eV}.$$

Only the first row of the table lies above this value. The other rows need heavier doping. For $\Phi=0.10$ eV the density of ionized donors must exceed about $N_cz=2.83\times10^{19}\times0.0209\approx5.9\times10^{17}$ cm⁻³. The table shows how the emission formula depends on $\Phi$, and it isn't a set of contacts on the same wafer.

**Q.** A forward bias also lowers the barrier seen from the semiconductor. Could that bring the correction back?

**A.** Let $V$ be the bias times the elementary charge. The semiconductor's Fermi level rises by $V$, and its one-way current contains $\Phi-V$ in place of $\Phi$. But the band must still bend upwards to the interface, which requires $\Phi-V>\zeta$. The parameter then stays below

$$e^{-\zeta/T}=\frac{N}{N_c}=3.5\times10^{-4},$$

and the leading correction stays below $8.9\times10^{-5}$ in magnitude. In a contact of this kind, with a nondegenerate bulk, bias cannot make Fermi statistics important before the barrier itself has gone.

**Q.** You have spent much effort on a few parts per million. What has the model neglected that is larger?

**A.** Several effects, and I take each one alone. They need the shape of the depletion layer. Let $x$ run from the interface into the silicon, and let all electrons be absent over a width $\ell$. The bending is $B=\Phi-\zeta=0.0945$ eV. In atomic units, with relative permittivity $\epsilon$, Poisson's equation for the electron's potential energy $u$ above the bulk edge is $u''=4\pi N/\epsilon$. Both $u$ and $u'$ vanish at $x=\ell$, so

$$u(x)=\frac{2\pi N}{\epsilon}(\ell-x)^2=B\left(1-\frac x\ell\right)^2,\qquad \ell=\sqrt{\frac{\epsilon B}{2\pi N}} .$$

The field is largest at the interface, $F=|u'(0)|=2B/\ell$. With $\epsilon=11.7$ the width is 110.6 nm and the field is $2\times0.0945/110.6=0.00171$ V/nm, which is 0.0171 MV/cm. The bending is only 3.7 $T$, so some electrons remain in the inner part of the layer. Including them lowers the field at the interface by about 15 per cent. I keep the simple parabola for the estimates that follow.

**Q.** Begin with the image force. The electron is attracted by the metal, so your barrier is too high.

**A.** An electron at distance $x$ from an ideal metal sees an image charge at distance $2x$. The attractive force is $1/[\epsilon(2x)^2]$, and integration from infinity gives the energy $-1/(4\epsilon x)$. Near the interface the depletion potential adds $-Fx$. The sum has its maximum where

$$\frac{1}{4\epsilon x^2}=F,\qquad x=\frac{1}{2\sqrt{\epsilon F}} .$$

At this point both energies equal $-\tfrac12\sqrt{F/\epsilon}$, so the top is lowered by $\sqrt{F/\epsilon}=0.0145$ eV. The maximum lies at $x=0.0145/(2\times0.00171)\approx4.2$ nm, far inside the 110.6 nm layer, which supports the use of a constant field. The current grows by $e^{0.0145/0.025852}\approx1.75$, or by 1.68 if the remaining electrons in the layer are included in the field. Taking the maximum on the full shape of the layer instead of a constant field gives 1.74 and 1.67.

The same factor multiplies $z$, so the Fermi correction becomes about $-4\times10^{-6}$. If the quoted barrier already includes the lowering, this factor must not be applied again.

**Q.** Electrons can also tunnel below the top.

**A.** For an electron at depth $\delta$ below the top, the WKB transmission is $e^{-S}$ with

$$S=2\int_0^{x_t}\sqrt{2m_1\left[u(x)-(B-\delta)\right]}\,dx,$$

where $x_t$ is the turning point. Set $y=1-x/\ell$ and $a^2=1-\delta/B$. The bracket becomes $B(y^2-a^2)$, and $y$ runs from $a$ to 1:

$$S=2\ell\sqrt{2m_1B}\int_a^1\sqrt{y^2-a^2}\,dy .$$

An antiderivative is $\tfrac12\left[y\sqrt{y^2-a^2}-a^2\,\mathrm{arcosh}(y/a)\right]$. Its derivative is $\tfrac12\left[\sqrt{y^2-a^2}+(y^2-a^2)/\sqrt{y^2-a^2}\right]$, which is the integrand. It vanishes at $y=a$, hence

$$S=\ell\sqrt{2m_1B}\left[\sqrt{1-a^2}-a^2\,\mathrm{arcosh}\frac1a\right].$$

Below the top $w=-\delta$, and the logarithm in the current is close to $ze^{\delta/T}$. This holds down to the bulk edge, where $ze^{B/T}=N/N_c$ is still small. The added current of one valley, relative to its $J_B$, is

$$\frac1T\int_0^B e^{\delta/T}e^{-S(\delta)}\,d\delta .$$

Here the normal mass $m_1$ does matter. Averaging over the valleys with their weights in $M$ gives an added 0.26, so the current factor is 1.26, or 1.23 if the remaining electrons are included in the shape of the layer. WKB is not accurate close to the top, and I take this as an estimate of size.

**Q.** And the electrons above the top are not all transmitted either. A wave is reflected where the material changes.

**A.** An abrupt step gives a case without any smoothing. Let the normal velocities be $v_1$ in the silicon and $v_2$ in the metal, and the amplitudes $r$ and $t$. The wave is continuous, and so is its derivative divided by the mass:

$$1+r=t,\qquad v_1(1-r)=v_2t .$$

Insert $r=t-1$ into the second equation. Then $v_1(2-t)=v_2t$ and $t=2v_1/(v_1+v_2)$. The transmitted share of the flux is

$$\tau=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.$$

I take a free-electron metal with its band bottom 8 eV below the barrier top, a rough value, and ignore the mismatch of in-plane motion. For $w=T$ and normal mass 0.19,

$$\frac{v_1}{v_2}=\sqrt{\frac{0.0259}{0.19\times8.026}}=0.130,\qquad \tau=\frac{4\times0.130}{1.130^2}=0.41 .$$

For normal mass 0.98 the silicon velocity is lower and $\tau$ is about 0.21. Averaged over the Boltzmann flux and all valleys, the current factor is 0.32. The neglected mismatch is not negligible: the four valleys in the plane have a large in-plane wave vector, which corresponds to about 3.7 eV in the free-electron metal. If this wave vector is conserved, less energy is left for the normal motion in the metal, the velocities match better, and the factor rises to about 0.4.

**Q.** Your quarter assumed unit transmission. Does it survive a factor of three in the current?

**A.** A constant transmission would cancel from the ratio $J/J_B$. This one depends on energy, so it does not. With a transmission $\tau(w)$, one valley gives

$$J=\frac{\sqrt{m_2m_3}\,T}{2\pi^2}\int_0^\infty\tau(w)\ln\!\left(1+ze^{-w/T}\right)dw .$$

Expand the logarithm to second order, $ze^{-w/T}-\tfrac12z^2e^{-2w/T}$, and divide by the Boltzmann current with the same $\tau$. The leading relative correction is $cz$, where

$$c=-\frac12\,\frac{\int_0^\infty\tau\,e^{-2w/T}dw}{\int_0^\infty\tau\,e^{-w/T}dw}.$$

For several valleys the numerator and the denominator are each summed with the valley weights. If $\tau=1$, the integrals are $T/2$ and $T$, and $c=-\tfrac14$. If $\tau$ is proportional to $\sqrt w$, as for the step at small $w$, the ratio of integrals is $2^{-3/2}$ and $c=-0.177$. The full step gives $c\approx-0.19$, between these two values. Here $\tau$ rises with $w$, so reflection removes a larger share of the electrons near the top, where the occupation error is largest, and this weakens the correction. Tunnelling acts the other way, because it adds electrons from below the top, where the occupation is higher. With the WKB transmission below the top and unit transmission above it, $c\approx-0.32$ in this example.

**Q.** There is also the journey to the interface. You assumed equilibrium right up to the plane, while a net current needs a driving force.

**A.** This concerns the net current under bias. Let $\eta(x)$ be the local Fermi level relative to that of the metal, and let $U(x)=\zeta+u(x)$ be the band edge on the same scale at zero bias. I keep the shape of the band fixed, as for a small bias. The density is $n=N_ce^{(\eta-U)/T}$, and with mobility $\mu$ the flux towards the interface is $j=\mu n\,d\eta/dx$. Therefore

$$\frac{d}{dx}e^{\eta/T}=\frac{e^{\eta/T}}{T}\frac{d\eta}{dx}=\frac{j}{\mu N_cT}\,e^{U/T}.$$

Integrate from the interface to $\ell$, where $\eta=V$, and multiply by $n_e=N_cz$, the equilibrium density at the interface. With $n_0$ the actual density there,

$$n_ee^{V/T}-n_0=\frac{j}{v_D},\qquad \frac1{v_D}=\frac{1}{\mu T}\int_0^\ell e^{[U(x)-\Phi]/T}dx .$$

Emission at the interface gives $j=v_R(n_0-n_e)$, or $n_0-n_e=j/v_R$. Adding the two equations removes $n_0$:

$$j=\frac{v_Rn_e\left(e^{V/T}-1\right)}{1+v_R/v_D}.$$

The emission velocity is $5.0\times10^6$ cm/s. With a rough mobility of 1000 cm²/Vs, $v_D$ is $1.40\times10^7$ cm/s. In this model the net current is reduced by the factor $1/(1+0.36)=0.74$. With the remaining electrons included in the shape of the layer, and the integral still ended at 110.6 nm, the factor is about 0.70.

The drift law assumes a mean free path $\lambda$ that is short compared with $T/F\approx15$ nm, the distance over which the barrier falls by about $T$. For an isotropic gas with mean speed $\bar v$, the diffusion constant is $\mu T=\lambda\bar v/3$ and the one-way flux per electron is $v_R=\bar v/4$. Hence $\lambda=3\mu T/(4v_R)$, roughly 40 nm. The condition is not met here, and I take the factor 0.74 only as an estimate of size.

**Q.** May I multiply 1.75, 1.26, 0.32 and 0.74 to get the real current?

**A.** Only as a rough guide. The factors were found separately and are not independent: the image force, for example, changes the shape through which electrons tunnel. For the first three the product is 0.71, and a numerical solution of the Schrödinger equation through parabola, image energy and step together gives 0.68 to 0.75, depending on whether the image energy is cut off at 0.3 nm or 0.1 nm from the metal. The factor 0.74 comes from a drift law used outside its range. As estimates of size, they say that each of these neglected effects changes the current by tens of per cent or more, while Fermi statistics changes it by a few parts per million.

**Q.** How close is all this to a contact in a device?

**A.** A barrier of roughly 0.3 eV is in the range of rare-earth silicides on n-type silicon, and 300 K is an ordinary temperature of use. The doping is far from that of the source and drain contacts of a transistor, where it is roughly $10^{20}$ cm⁻³. There the assumption of no tunnelling breaks. Since $\ell$ varies as $\sqrt{B/N}$, and the bulk Fermi level at that doping lies about 0.06 eV above the band edge, a barrier of 0.30 eV means a bending of about 0.36 eV and a width near

$$110.6\sqrt{\frac{0.36}{0.0945}\times10^{-4}}\approx2\ \text{nm}.$$

The exponent $S$ at full depth, where $a=0$, is proportional to $\ell\sqrt B$ and falls to about 4 per cent of its value in the example. Such contacts conduct mainly by tunnelling, and the 208 A/cm² says nothing about them. For the lightly doped contact, the largest single change found here is the factor of 0.32 to 0.4 from an abrupt step. That number belongs to a model that joins the envelope wave of a silicon valley to a free-electron metal, and it is not the transmission of a real silicide interface. Real interfaces may also have a barrier that varies from place to place, and each 1 meV of local change moves the local current by about 4 per cent.

**Q.** So when would you keep the dilogarithm?

**A.** When the emitter's Fermi level comes within a few $T$ of the barrier top, transmission above the top is close to one, and little current tunnels below it. At 300 K the correction reaches one per cent near 0.083 eV. Even there a 1 meV error in the barrier matters more, so the barrier must be known to a fraction of that before the statistics can be seen in the size of the current. In a silicon contact of the kind treated here, such a low barrier also needs more than about $1.1\times10^{18}$ ionized donors per cm³, and a higher doping if some donors stay neutral. With $2\times10^{18}$ ionized donors per cm³ the bending is only about half of $T$, and the layer is no longer empty of electrons. Without the image force, the WKB estimate of tunnelling then adds 0.37 to 0.53 of $J_B$, depending on whether these electrons are included. The image force cannot be left out, however. If 0.083 eV is the barrier before lowering, $\sqrt{F/\epsilon}$ is about 0.034 eV against a bending of 0.014 eV, and with the image energy added the band edge has no maximum above the bulk edge, neither at this doping nor at $5\times10^{18}$ cm⁻³. The dilogarithm at that barrier therefore does not give the current of such a contact. The barrier for a one per cent correction and the effect of a 1 meV error are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical or round values)
temperature = 300 K
barrier above Fermi level = 0.30 eV
longitudinal mass = 0.98 electron masses
transverse mass = 0.19 electron masses
relative permittivity = 11.7
donor density = 1.0e+16 cm^-3
mobility = 1000 cm^2/Vs
metal band depth below barrier top = 8.0 eV
CURRENT
kT = 0.025852 eV
barrier/kT = 11.6045
z = exp(-barrier/kT) = 9.1248e-06
free-electron Richardson constant = 120.173 A/cm^2/K^2
six-valley mass factor M = 2.1060
six-valley Richardson constant = 253.09 A/cm^2/K^2
one-way current, Boltzmann = 207.84 A/cm^2
one-way current, Fermi-Dirac = 207.84 A/cm^2
same, atomic units = 8.7871e-13
relative correction = -2.2812e-06
leading coefficient from k-space sum = -0.249999
BARRIER SCAN at the same temperature
barrier eV | J Fermi A/cm^2 | relative corr. | -z/4
0.30 | 2.0784e+02 | -2.2812e-06 | -2.2812e-06
0.20 | 9.9453e+03 | -1.0914e-04 | -1.0917e-04
0.10 | 4.7352e+05 | -5.1762e-03 | -5.2241e-03
0.05 | 3.1808e+06 | -3.3990e-02 | -3.6139e-02
0.00 | 1.8734e+07 | -1.7753e-01 | -2.5000e-01
barrier for 1 percent correction = 0.0828 eV
same from z/4 alone = 0.0832 eV
relative correction at 400 K, 0.30 eV = -4.1503e-05
NEGLECTED EFFECTS, each taken alone
band-edge density of states = 2.832e+19 cm^-3
bulk band edge above Fermi level = 0.2055 eV
band bending = 0.0945 eV
depletion width = 110.6 nm
largest field = 0.0171 MV/cm
image-force lowering = 0.0145 eV
current factor from image force = 1.753
current factor with WKB tunnelling = 1.262
current factor with abrupt-step reflection = 0.322
coefficient of z with that reflection = -0.1895
emission velocity = 5.020e+06 cm/s
diffusion velocity = 1.396e+07 cm/s
net-current factor from diffusion = 0.736
current change for 1 meV lower barrier = 3.94 %
```
